\section*{From Helicity to LS States: Orthogonality and the Parity Relation, part 1}

(Sections cited here and not found follow in the second part.)

\section{The transformation coefficient}

A particle of spin $1$ and a particle of spin $1/2$ fly apart with total angular momentum $3/2$. Their state is a superposition of orbital angular momentum $L=0$ with amplitude $0.8$ and $L=1$ with amplitude $0.6$, both with total spin $3/2$. The phases of the two states are those of Eq.~\eqref{LSdef} below; coupling $L$ and the total spin in the opposite order would reverse the sign of the $L=1$ state and interchange the next two probabilities. The probability of finding helicities $(1,-1/2)$ is $0.00001$, while that of the opposite helicities $(-1,1/2)$ is $0.64399$. If the phase of the $L=1$ part is shifted by $90^\circ$, both probabilities become $0.32200$. If $L=1$ is replaced by $L=2$ in phase with $L=0$, both become $0.49000$. To explain these numbers one needs the amplitude connecting a state of given $L$ and total spin $S$ with a state of given helicities, and the effect of space inversion on that amplitude.

Consider two distinguishable massive particles with spins $s_1$ and $s_2$ in their centre-of-momentum frame. Particle 1 has momentum $p\mathbf n$ and particle 2 has momentum $-p\mathbf n$, where $\mathbf n$ is a unit vector and $p>0$ is fixed. Angular momenta are in units of $\hbar$. A spin state of a moving particle is defined by taking the particle at rest, with spin projection $m$ on the fixed $z$ axis, and applying the boost without rotation that gives it its momentum. The resulting two-particle states $|\mathbf n;m_1m_2\rangle$ are normalised on the unit sphere,
\begin{equation}
\langle \mathbf n';m_1'm_2'|\mathbf n;m_1m_2\rangle
=\delta(\mathbf n',\mathbf n)\,\delta_{m_1'm_1}\delta_{m_2'm_2},
\end{equation}
where $\int d\mathbf n\,\delta(\mathbf n',\mathbf n)=1$ and $d\mathbf n$ is the element of solid angle.

Let $U(R)$ represent the rotation $R$, and let $B(\mathbf p)$ be the boost to momentum $\mathbf p$. Rotating the direction of a boost gives $U(R)B(\mathbf p)U(R)^{-1}=B(R\mathbf p)$. Hence $U(R)B(\mathbf p)|m\rangle=B(R\mathbf p)U(R)|m\rangle$: the momentum turns, and the spin label transforms as it does at rest. For the pair,
\begin{equation}
U(R)|\mathbf n;m_1m_2\rangle=\sum_{m_1'm_2'}
D^{s_1}_{m_1'm_1}(R)D^{s_2}_{m_2'm_2}(R)\,|R\mathbf n;m_1'm_2'\rangle ,
\label{rotcan}
\end{equation}
with $D^j_{m'm}(R)=\langle jm'|U(R)|jm\rangle$. No low-velocity approximation has been made, so what follows is valid for relativistic particles.

The helicity of a particle is the component of its angular momentum along its own momentum. Orbital angular momentum has no such component, so helicity measures spin alone. A boost along $z$ commutes with rotations about $z$ and preserves the projection $m$. When $\mathbf n=\mathbf z$, particle 1 therefore has helicity $\lambda_1=m_1$, whereas particle 2, which moves along $-\mathbf z$, has helicity $\lambda_2=-m_2$. The phases are fixed by choosing
\begin{equation}
|\mathbf z;\lambda_1\lambda_2\rangle_{\rm h}
=|\mathbf z;m_1=\lambda_1,\,m_2=-\lambda_2\rangle .
\label{zconv}
\end{equation}
The subscript h marks helicity labels. The factor $+1$ on the right is a convention, and it affects a sign in the parity relation.

For a direction with polar angles $\theta,\varphi$ take
\begin{equation}
R_{\mathbf n}=e^{-i\varphi J_z}e^{-i\theta J_y},\qquad
D^j_{m'm}(R_{\mathbf n})=e^{-im'\varphi}d^j_{m'm}(\theta),
\end{equation}
where the first expression is the operator of the rotation and $d^j_{m'm}(\theta)=\langle jm'|e^{-i\theta J_y}|jm\rangle$ is real. The rotation about $y$ tips $\mathbf z$ towards $\mathbf x$, and the rotation about $z$ supplies the azimuth, so that $R_{\mathbf n}\mathbf z=\mathbf n$. Define
\begin{equation}
|\mathbf n;\lambda_1\lambda_2\rangle_{\rm h}=U(R_{\mathbf n})|\mathbf z;\lambda_1\lambda_2\rangle_{\rm h}
=\sum_{m_1m_2}D^{s_1}_{m_1\lambda_1}(R_{\mathbf n})
D^{s_2}_{m_2,-\lambda_2}(R_{\mathbf n})|\mathbf n;m_1m_2\rangle .
\label{heldef}
\end{equation}
A rotation turns each momentum and each spin together, so the component of one along the other is unchanged: the state has helicities $\lambda_1$ and $\lambda_2$. The $D$ matrices are unitary, so at each $\mathbf n$ the helicity states are an orthonormal basis of the same spin space as the states $|\mathbf n;m_1m_2\rangle$.

Set $\lambda=\lambda_1-\lambda_2$. By Eq.~\eqref{zconv} this is the total spin projection $m_1+m_2$ on the axis of flight. States of total angular momentum $J$ and projection $M$ are obtained by superposing directions,
\begin{equation}
|JM;\lambda_1\lambda_2\rangle=\sqrt{\frac{2J+1}{4\pi}}
\int d\mathbf n\;D^{J*}_{M\lambda}(R_{\mathbf n})\,|\mathbf n;\lambda_1\lambda_2\rangle_{\rm h},
\qquad |\lambda|\le J .
\label{Jhel}
\end{equation}
Two properties have to be shown: that this state rotates as its labels say, and that it is normalised.

For the first, apply a rotation $R'$ and put $\mathbf n'=R'\mathbf n$. The rotations $R'R_{\mathbf n}$ and $R_{\mathbf n'}$ both carry $\mathbf z$ to $\mathbf n'$, so they differ by a first rotation about $z$ through some angle $\chi$: $R'R_{\mathbf n}=R_{\mathbf n'}R_z(\chi)$. The state on the $z$ axis has $J_z=\lambda$, whence
\begin{equation}
U(R')|\mathbf n;\lambda_1\lambda_2\rangle_{\rm h}
=e^{-i\lambda\chi}|\mathbf n';\lambda_1\lambda_2\rangle_{\rm h}.
\end{equation}
The coefficient function is rewritten by means of $R_{\mathbf n}=R'^{-1}R_{\mathbf n'}R_z(\chi)$. Unitarity gives $D^J_{MM'}(R'^{-1})=D^{J*}_{M'M}(R')$, so
\begin{align}
D^J_{M\lambda}(R_{\mathbf n})
&=\sum_{M'}D^{J*}_{M'M}(R')D^J_{M'\lambda}(R_{\mathbf n'})e^{-i\lambda\chi},\\
D^{J*}_{M\lambda}(R_{\mathbf n})
&=\sum_{M'}D^{J}_{M'M}(R')D^{J*}_{M'\lambda}(R_{\mathbf n'})e^{+i\lambda\chi}.
\end{align}
The two phases cancel in the integrand. Since $d\mathbf n=d\mathbf n'$,
\begin{equation}
U(R')|JM;\lambda_1\lambda_2\rangle=\sum_{M'}D^J_{M'M}(R')|JM';\lambda_1\lambda_2\rangle ,
\end{equation}
which is the transformation law of angular momentum $J$.

For the norm, consider the operator $A=\int dR\,U(R)|J'\lambda\rangle\langle J\lambda|U(R)^\dagger$, integrated over all rotations with the invariant measure $\sin\theta\,d\theta\,d\varphi\,d\chi$. Multiplying $R$ by a fixed rotation only relabels the integration variable, so $A$ commutes with rotations. By Schur's lemma it vanishes for $J'\ne J$ and is a multiple $c$ of the identity for $J'=J$. The trace gives $c(2J+1)=\int dR$. In the matrix elements of $A$ the phases from the third angle $\chi$ cancel, because both factors carry the same $\lambda$. The $\chi$ integral is then a common factor, and
\begin{equation}
\int d\mathbf n\,D^{J'}_{M'\lambda}(R_{\mathbf n})D^{J*}_{M\lambda}(R_{\mathbf n})
=\frac{4\pi}{2J+1}\delta_{J'J}\delta_{M'M}.
\end{equation}
The square root in Eq.~\eqref{Jhel} therefore makes the states orthonormal. States with different helicity pairs are orthogonal at each $\mathbf n$.

The other description couples the spins to $S$, and then $S$ to the orbital angular momentum $L$. Write $\langle j_1m_1;j_2m_2|jm\rangle$ for the real coupling coefficients in the Condon--Shortley convention. Then
\begin{align}
|JM;LS\rangle=\sum_{m,M_S}\sum_{m_1m_2}&\langle Lm;SM_S|JM\rangle
\langle s_1m_1;s_2m_2|SM_S\rangle\nonumber\\
&\times\int d\mathbf n\,Y_{Lm}(\mathbf n)|\mathbf n;m_1m_2\rangle .
\label{LSdef}
\end{align}
The spherical harmonics rotate with $D^L$ and the spin labels with $D^{s_1}D^{s_2}$, by Eq.~\eqref{rotcan}. The coupling coefficients combine these into $D^J$. Since the harmonics are complete on the sphere and the couplings are unitary, the states \eqref{LSdef} are an orthonormal basis of the whole two-particle space at fixed $p$.

The overlap is simplest on the $z$ axis. A harmonic with $m\neq0$ contains $e^{im\varphi}$; because it has a single value at the pole, where $\varphi$ is undefined, it must vanish there. For $m=0$ it is $\sqrt{(2L+1)/4\pi}\,P_L(\cos\theta)$ with $P_L(1)=1$. Thus
\begin{equation}
Y_{Lm}(\mathbf z)=\delta_{m0}\sqrt{\frac{2L+1}{4\pi}} .
\end{equation}
This expresses the fact that a particle moving along an axis has no orbital angular momentum about it. Projecting Eq.~\eqref{LSdef} on the state \eqref{zconv} sets $m_1=\lambda_1$, $m_2=-\lambda_2$, $M_S=\lambda$ and $m=0$, so
\begin{equation}
{}_{\rm h}\langle\mathbf z;\lambda_1\lambda_2|JM';LS\rangle
=\delta_{M'\lambda}\sqrt{\frac{2L+1}{4\pi}}\,
\langle L0;S\lambda|J\lambda\rangle\langle s_1\lambda_1;s_2,-\lambda_2|S\lambda\rangle .
\end{equation}

For a general direction, Eq.~\eqref{heldef} moves the rotation onto the other state. With $U(R_{\mathbf n})^\dagger=U(R_{\mathbf n}^{-1})$ and $D^J_{M'M}(R_{\mathbf n}^{-1})=D^{J*}_{MM'}(R_{\mathbf n})$,
\begin{align}
{}_{\rm h}\langle\mathbf n;\lambda_1\lambda_2|JM;LS\rangle
&=\sum_{M'}D^{J*}_{MM'}(R_{\mathbf n})\,
{}_{\rm h}\langle\mathbf z;\lambda_1\lambda_2|JM';LS\rangle\nonumber\\
&=\sqrt{\frac{2L+1}{4\pi}}\,D^{J*}_{M\lambda}(R_{\mathbf n})
\langle L0;S\lambda|J\lambda\rangle\langle s_1\lambda_1;s_2,-\lambda_2|S\lambda\rangle .
\label{point}
\end{align}
Now expand $|JM;LS\rangle$ in the helicity states at all $\mathbf n$. The angular function in Eq.~\eqref{point} is the one in Eq.~\eqref{Jhel}, and the integral there equals $\sqrt{4\pi/(2J+1)}\,|JM;\lambda_1\lambda_2\rangle$. The factors $4\pi$ cancel:
\begin{equation}
|JM;LS\rangle=\sum_{\lambda_1\lambda_2}C(LS;\lambda_1\lambda_2)\,|JM;\lambda_1\lambda_2\rangle ,
\label{expand}
\end{equation}
\begin{equation}
C(LS;\lambda_1\lambda_2)=\sqrt{\frac{2L+1}{2J+1}}\,
\langle L0;S\lambda|J\lambda\rangle\,
\langle s_1\lambda_1;s_2,-\lambda_2|S\lambda\rangle .
\label{C}
\end{equation}
Because $C$ is real, it is also the overlap $\langle JM;LS|JM;\lambda_1\lambda_2\rangle$. Pairs with $|\lambda|>J$ drop out because the first coupling coefficient is then zero. The projection $M$ has disappeared, as it must for an overlap between states with the same rotational behaviour: the orientation of the pair in space cannot affect its internal composition.

Each factor in Eq.~\eqref{C} has a separate meaning. The last coefficient is the amplitude for the two spins, with projections $\lambda_1$ and $-\lambda_2$ on the flight axis, to form total spin $S$. The first coefficient adds an orbital part with zero projection on that axis. The square root compares the strength of the orbital wave on the axis with that of the normalised helicity wave. If both spins vanish, then $S=0$, $L=J$ and $C=1$, so the descriptions coincide. For $L=0$ one has $J=S$, the first coefficient is $1$, and $C=\langle s_1\lambda_1;s_2,-\lambda_2|J\lambda\rangle/\sqrt{2J+1}$. Summing $C^2$ over the pairs with a given $\lambda$ gives $1/(2J+1)$: in an $S$ wave the direction of flight is uncorrelated with the spin, and, once all directions are summed over, all projections on the flight axis are equally likely.

As a numerical case take $s_1=1$, $s_2=1/2$, $J=3/2$ and the element with $L=2$, $S=1/2$, $\lambda_1=1$, $\lambda_2=1/2$, so that $\lambda=1/2$. Equation~\eqref{C} gives
\begin{equation}
C=\sqrt{\tfrac54}\,\langle20;\tfrac12\tfrac12|\tfrac32\tfrac12\rangle
\langle1\,1;\tfrac12,-\tfrac12|\tfrac12\tfrac12\rangle
=1.11803\times(-0.63246)\times0.81650=-0.57735 .
\end{equation}
Its square is $1/3$. The overlaps were also computed for seven combinations of $s_1,s_2,J$ by integrating the wave functions of Eqs.~\eqref{Jhel} and \eqref{LSdef} over the sphere. The largest absolute difference from Eq.~\eqref{C} was $6.4\times10^{-15}$, for coefficients whose magnitude is at most one.

The amplitude connecting a state of given $L$ and $S$ with a state of given helicities is now known, Eq.~\eqref{C}. It remains to show that these coefficients form an orthogonal matrix, to find the effect of space inversion, and to explain the probabilities quoted at the start.
